# Exponential Decay of the Low Photon-Count Tail in a Resist Voxel

## A case that can be seen through

Let $K$ be the number of photons absorbed in a small volume of resist, a voxel, and let it follow the Poisson law with mean $N$:

$$p_k=P(K=k)=e^{-N}\frac{N^k}{k!},\qquad k=0,1,2,\dots$$

Suppose first that the voxel fails when it absorbs no photon. The probability is $p_0=e^{-N}$, a pure exponential with decay rate 1 per unit of $N$. If it also fails with one photon, the probability is $p_0+p_1=(1+N)e^{-N}$. The rate is still 1, since

$$-\frac1N\ln\left[(1+N)e^{-N}\right]=1-\frac{\ln(1+N)}{N}\to1,$$

but an algebraic factor has appeared in front of the exponential.

Now let the threshold grow in proportion to the mean count. Let failure mean $K<aN$ with $0<a<1$ held fixed. The number of failing counts then grows with $N$, and the rate itself changes. It becomes

$$I(a)=1-a+a\ln a .$$

As $a\to0$, $a\ln a\to0$ and $I(a)\to1$, which recovers the empty voxel.

## The theorem

**Assumptions.** The incident photon number is Poisson, and each photon is absorbed independently with the same probability. A voxel fails if its absorbed count is below $aN$. Noise from secondary electrons and from the resist chemistry is left out.

**Notation.** Let $m=\lceil aN\rceil-1$ be the largest integer below $aN$, and set $r=m/N$ and $\delta=aN-m$. Then $0<\delta\le1$ and $r=a-\delta/N<a$.

**Theorem.** Let $0<a<1$ and $aN>1$, so that $m\ge1$. Then

$$\frac{r\,e^{-1/(12m)}}{\sqrt{2\pi m}}\,e^{-NI(a)}<P(K<aN)<e^{-NI(a)}. \tag{1}$$

Consequently, at fixed $a$,

$$\lim_{N\to\infty}\left[-\frac1N\ln P(K<aN)\right]=I(a), \tag{2}$$

and the probability itself has the asymptotic form

$$P(K<aN)=\frac{a^{\delta}}{(1-a)\sqrt{2\pi aN}}\,e^{-NI(a)}\left[1+O(1/N)\right]. \tag{3}$$

The exponential is therefore the correct decay law in the sense of (2). As a value for the probability it is too large, by a factor that grows as $\sqrt N$ apart from the bounded variation of $a^\delta$.

## Lemma 1: absorbed photons are Poisson

Let the incident number have mean $M$ and let each photon be absorbed with probability $q$. Given $n$ incident photons, the absorbed number is binomial. Summing over $n=k+l$,

$$P(K=k)=\sum_{n\ge k}e^{-M}\frac{M^n}{n!}\,\frac{n!}{k!(n-k)!}\,q^k(1-q)^{n-k}
=e^{-M}\frac{(qM)^k}{k!}\sum_{l\ge0}\frac{[(1-q)M]^l}{l!}.$$

The last sum is $e^{(1-q)M}$, so $P(K=k)=e^{-qM}(qM)^k/k!$. The absorbed count is Poisson with mean $N=qM$. The noise is set by the absorbed photons; those that pass through the film do not reduce it.

## Lemma 2: the upper bound

For any $t>0$, the quantity $e^{t(aN-K)}$ exceeds 1 when $K<aN$ and is positive otherwise. It is therefore larger than the indicator of the event $K<aN$ for every $K$, and taking the mean gives

$$P(K<aN)<e^{taN}\,E[e^{-tK}].$$

The mean on the right is an exponential series:

$$E[e^{-tK}]=e^{-N}\sum_{k\ge0}\frac{(Ne^{-t})^k}{k!}=\exp[N(e^{-t}-1)].$$

The bound is thus $e^{f(t)}$ with $f(t)=N(e^{-t}-1+ta)$. Since $f'(t)=N(a-e^{-t})$ and $f''(t)=Ne^{-t}>0$, the minimum lies at $t=-\ln a$, which is positive because $a<1$. There

$$f(-\ln a)=N(a-1-a\ln a)=-NI(a),$$

which proves the right half of (1). This half does not need $aN>1$.

## Lemma 3: the tail is a multiple of its largest term

Since $p_{k-1}/p_k=k/N$, the terms decrease as $k$ goes down from $m<N$. Write $P(K<aN)=p_mS$, where

$$S=\sum_{j=0}^{m}\frac{p_{m-j}}{p_m}=\sum_{j=0}^{m}\prod_{i=0}^{j-1}\frac{m-i}{N}
=\sum_{j=0}^{m}r^j\prod_{i=0}^{j-1}\left(1-\frac im\right).$$

The claim is

$$\frac1{1-r}\left[1-\frac{r}{N(1-r)^2}\right]\le S\le\frac1{1-r}. \tag{4}$$

*Proof.* Each product is at most 1, so $S\le\sum_{j\ge0}r^j=1/(1-r)$.

For the lower bound, let $Q$ be a product of factors in $[0,1]$ with $Q\ge1-s$. A further factor $1-v$ gives $Q(1-v)=Q-vQ\ge1-s-v$, because $Q\le1$. By induction,

$$\prod_{i=0}^{j-1}\left(1-\frac im\right)\ge1-\sum_{i=0}^{j-1}\frac im=1-\frac{j(j-1)}{2m},\qquad j\le m .$$

For $j\ge m+1$ the right side is at most $1-(m+1)/2\le0$. Adding these non-positive terms can only lower the sum, so $j$ may run to infinity. Differentiating the geometric series twice gives $\sum_j j(j-1)r^j=2r^2/(1-r)^3$. Hence

$$S\ge\frac1{1-r}-\frac{r^2}{m(1-r)^3},$$

and $m=rN$ turns this into (4). $\square$

For large $N$ at fixed $a$, $S$ tends to $1/(1-a)$. The typical shortfall of a failing voxel is thus of order $1/(1-a)$ counts and stays bounded as $N$ grows: relative to the largest term, the probability of missing by $j$ more falls roughly as $a^j$ while $j\ll\sqrt{aN}$, and faster after that.

## Lemma 4: the largest term

Stirling's formula with its remainder reads

$$m!=\sqrt{2\pi m}\,m^me^{-m}e^{\theta},\qquad0<\theta<\frac1{12m}. \tag{5}$$

*Proof.* Let $d_m=\ln m!-(m+\tfrac12)\ln m+m$. With $u=1/(2m+1)$ we have $(m+1)/m=(1+u)/(1-u)$, and the series of the logarithm gives

$$d_m-d_{m+1}=\left(m+\tfrac12\right)\ln\frac{m+1}{m}-1=\frac1{2u}\ln\frac{1+u}{1-u}-1=\sum_{k\ge1}\frac{u^{2k}}{2k+1}.$$

This is positive and smaller than

$$\frac13\sum_{k\ge1}u^{2k}=\frac{1}{3[(2m+1)^2-1]}=\frac1{12m}-\frac1{12(m+1)}.$$

So $d_m$ decreases while $d_m-1/(12m)$ increases. Both tend to a common limit $C$, and $C<d_m<C+1/(12m)$. Wallis's product states that $2^{2m}(m!)^2/[(2m)!\sqrt m]\to\sqrt\pi$. Inserting $m!\approx e^C\sqrt m\,(m/e)^m$ makes the left side tend to $e^C/\sqrt2$, so $e^C=\sqrt{2\pi}$. $\square$

Now insert (5) in $p_m$. The exponent is

$$-N+m\ln N-m\ln m+m=-N+m+m\ln\frac Nm=-N(1-r+r\ln r),$$

and therefore

$$p_m=\frac{e^{-\theta}}{\sqrt{2\pi m}}\,e^{-NI(r)}. \tag{6}$$

## Proof of the theorem

**Lower bound.** Equation (6) contains $r$ where the theorem has $a$. We have $I'(x)=\ln x$ and $I''(x)=1/x>0$, so $I$ is convex and lies above its tangent at $r$:

$$I(a)\ge I(r)+(a-r)\ln r .$$

Multiplying by $N$ and using $N(a-r)=\delta\le1$,

$$N[I(r)-I(a)]\le-\delta\ln r\le-\ln r .$$

Thus $e^{-NI(r)}\ge r\,e^{-NI(a)}$. Since $m\ge1$, $S$ has more than one positive term and $S>1$. With $\theta<1/(12m)$, the product $p_mS$ exceeds the left side of (1).

**Rate.** The logarithm of (1), divided by $-N$, gives

$$I(a)<-\frac{\ln P}{N}<I(a)+\frac1N\left[-\ln r+\frac1{12m}+\frac12\ln(2\pi m)\right].$$

As $N\to\infty$, $r\to a$ and $m<aN$, so the added term vanishes as $(\ln N)/N$. This is (2).

**Asymptotic form.** Taylor's theorem about $a$ gives, for some $\xi$ between $r$ and $a$,

$$NI(r)=NI(a)-\delta\ln a+\frac{\delta^2}{2N\xi}.$$

Hence $e^{-NI(r)}=a^\delta e^{-NI(a)}[1+O(1/N)]$. Also $m=aN[1-\delta/(aN)]$ and $1-r=1-a+\delta/N$, so $\sqrt m$ and $1-r$ may be replaced by $\sqrt{aN}$ and $1-a$ with relative errors $O(1/N)$. The same holds for $e^{-\theta}\to1$ and for $S\to1/(1-r)$, by (4). Multiplying (6) by $S$ yields (3). $\square$

## Remarks on the range of validity

**The integer threshold.** If $aN$ is an integer, the strict condition $K<aN$ has $\delta=1$. Counting $K=aN$ as failure too gives $m=aN$ and $\delta=0$. The same steps then hold, and the probability is larger by $1/a$ at leading order. The rate is unchanged.

**Small deficits.** Put $x=1-a$. From $\ln(1-x)=-\sum_{k\ge1}x^k/k$,

$$(1-x)\ln(1-x)=-x+\sum_{k\ge2}\left(\frac1{k-1}-\frac1k\right)x^k,$$

so that

$$I=\sum_{k\ge2}\frac{x^k}{k(k-1)}=\frac{x^2}2+\frac{x^3}6+\frac{x^4}{12}+\dots \tag{7}$$

If the deficit is a fixed number $z$ of standard deviations, $x=z/\sqrt N$, then $NI=z^2/2+z^3/(6\sqrt N)+\dots\to z^2/2$. This is the domain of the central limit theorem, where the probability tends to the Gaussian integral $\Phi(-z)$ and does not decay with $N$. Form (3) fails there, because the correction in (4) is about $1/z^2$ and does not shrink. Its use requires $N(1-a)^2\gg a$, and also $aN\gg1$, since $m$ was replaced by $aN$ and $e^{-\theta}$ by 1. At $N=200$ and $aN=1.01$ the first condition is amply met, yet (3) is 8 % too large.

**The Gaussian at fixed $a$.** Here $z=(1-a)\sqrt N$ grows, and integration by parts gives $\Phi(-z)\approx e^{-z^2/2}/(z\sqrt{2\pi})$. Dividing by (3),

$$\frac{\Phi(-z)}{P(K<aN)}\approx a^{1/2-\delta}\exp\left\{N\left[I(a)-\tfrac12(1-a)^2\right]\right\}. \tag{8}$$

By (7) the bracket is positive. For large $N$ the Gaussian estimate is therefore too large, by a factor that grows exponentially with $N$. For $a$ near 1 the bracket is about $(1-a)^3/6$, so this growth shows only once $N(1-a)^3$ is no longer small.

**Fluctuating dose.** The theorem needs a definite mean. Suppose that, with a probability $w$ independent of $N$, the local mean is at most $bN$ with $b<a$. For a local mean $bN$, Chebyshev's inequality gives a failure probability of at least $1-b/[(a-b)^2N]$, and a smaller mean makes failure more likely. The total failure probability is then at least $w$ times a number tending to 1, and exponential decay is lost.

## Worked example: a 10 nm voxel

Take round model parameters: wavelength 13.5 nm, dose 30 mJ/cm², voxel area 10 nm × 10 nm, film thickness 40 nm, absorption coefficient 5 per µm, and $a=0.7$. Reflection is neglected.

The photon energy $hc/\lambda$ is 91.84 eV. The dose, 300 J/m², corresponds to 20.39 photons per nm², or 2038.8 per voxel. The absorbed fraction is $1-e^{-5\times0.040}=0.1813$, so

$$N=2038.8\times0.1813\approx369.6,\qquad aN\approx258.7,\qquad m=258,\qquad\delta\approx0.70 .$$

With $I(0.7)=0.3+0.7\ln0.7=0.050328$ the exponent is $NI=18.60$, and the upper bound is $e^{-18.60}=8.4\times10^{-9}$. The prefactor in (3) is

$$\frac{0.7^{0.702}}{0.3\sqrt{2\pi\times258.7}}\approx\frac{0.7785}{12.095}\approx0.0644,$$

which gives $5.38\times10^{-10}$. The direct sum is

$$P=p_mS=1.614\times10^{-10}\times3.249=5.24\times10^{-10}.$$

It lies inside the interval from $5.24\times10^{-10}$ to $5.35\times10^{-10}$ set by $p_m$ and (4), close to its lower end. Form (3) is 2.6 % above the direct sum, whereas the bare exponential is 16 times too large.

Among $10^{10}$ such voxels, which tile 1 mm², the expected number of failures is about 5. The mean of a sum is the sum of the means, so this needs no independence between voxels. The bare exponential would suggest 84. The Gaussian gives $4.0\times10^{-9}$, which is 7.7 times the direct sum. Equation (8) predicts this: $369.57\times(0.050328-0.045000)=1.97$, and $0.7^{-0.202}e^{1.97}\approx7.7$. The agreement is this close because the asymptotic forms of $\Phi(-z)$ and of $P$ are both about 3 % too large here, and these errors nearly cancel in the ratio.

**Changing the dose at fixed $a$.** This means that the resist threshold is rescaled in proportion to dose. At 15 mJ/cm² the probability is $9.0\times10^{-6}$, or about $9\times10^4$ failures in $10^{10}$ voxels. At 60 mJ/cm² it is $3.5\times10^{-18}$. Doubling $N$ squares the exponential but not the prefactor: the square of $5.24\times10^{-10}$ is $2.7\times10^{-19}$, about 13 times below the true value at 60 mJ/cm².

**Changing the dose at a fixed count.** In this model an unchanged resist keeps its threshold count $c=aN$, so $a$ falls as the dose rises. The exponent is then $NI=N-c+c\ln(c/N)$, and

$$\frac{d(NI)}{dN}\bigg|_c=1-\frac cN=1-a,\qquad\frac{d(NI)}{dN}\bigg|_a=I(a).$$

Here these slopes are 0.3 and 0.050, a ratio of about 6. With 10 % more dose, the probability falls to $8.2\times10^{-11}$ at fixed $a$ but to $1.9\times10^{-15}$ at fixed count, where $a$ has dropped to 0.636. At a fixed count, much of the benefit of a higher dose is thus a larger relative margin above threshold, not only a smaller relative noise. The model says nothing about the opposite failure, excess exposure where the resist should stay unexposed.

**Slow convergence of the rate.** For $a=0.7$, $-(\ln P)/N$ is 0.0732 at $N=100$, 0.0537 at $N=1000$ and 0.05038 at $N=10^5$, against the limit 0.05033. At $N=100$ the excess is 45 % of the limit. About 96 % of it comes from the prefactor in (3), whose logarithm is divided by $N$.

## Dose for a prescribed failure probability

Let the target be $P\le10^{-12}$ at fixed $a=0.7$, so that the threshold count is rescaled with the dose, as for a less sensitive resist. By (1) it is sufficient that

$$N\ge\frac{\ln10^{12}}{I(a)}=\frac{27.63}{0.050328}=549.0,$$

that is, a dose of $30\times549.0/369.57=44.6$ mJ/cm².

The true requirement is lower, but the integer threshold needs care. While $k<aN\le k+1$, the failing counts are $0,\dots,k$. Since $dp_j/dN=p_{j-1}-p_j$, with $p_{-1}=0$, the sum telescopes:

$$\frac{d}{dN}\sum_{j=0}^{k}p_j=-p_k<0 .$$

The probability falls along this stretch. When $aN$ passes the next integer, one more count joins the failing set and the probability jumps up, by a factor near $1/a\approx1.4$ according to (3), as $\delta$ goes from 1 to 0. The probability is a sawtooth in $N$, and a safe dose lies beyond its last crossing of the target.

That crossing is at $N=495.8$, or 40.25 mJ/cm², about 10 % below the dose from the bound. The bound errs on the safe side within this model. Both doses hold at fixed $a$. For the unchanged resist of the worked example, which keeps $m=258$, the same target is reached already at $N=388.9$, or 31.6 mJ/cm². All these doses depend on the chosen voxel size and threshold, which are model choices and not measured properties of a resist. Neither figure includes the chemical noise left out at the start. The numerical output below gives the values used here in more detail.

## Computed values

```
threshold fraction a = 0.70
rate I(a) = 0.050328
Gaussian rate (1-a)^2/2 = 0.045000
N = 100: -ln(P)/N = 0.073219
N = 1000: -ln(P)/N = 0.053686
N = 10000: -ln(P)/N = 0.050777
N = 100000: -ln(P)/N = 0.050384
wavelength = 13.5 nm
photon energy = 91.84 eV
dose = 30.0 mJ/cm^2
voxel side = 10 nm, resist thickness = 40 nm
absorption coefficient = 5.0 per micrometre
incident photons per area = 20.388 nm^-2
incident photons per voxel = 2038.8
absorbed fraction = 0.1813
mean absorbed count N = 369.57
threshold a N = 258.70
largest failing count m = 258, delta = 0.702
ratio r = m/N = 0.69810
exponent N I(a) = 18.600
largest term p_m = 1.6142e-10
tail factor S = 3.2486, its bound 1/(1-r) = 3.3123
bounds on P from p_m: 5.2359e-10 to 5.3468e-10
dose 15 mJ/cm^2: N = 184.79, exact P = 9.036e-06
  exp(-N I) = 9.143e-05, bound/exact = 10.12
  sharp form = 9.432e-06, sharp/exact = 1.0438
  Gaussian = 2.270e-05, Gaussian/exact = 2.51
  expected failures in 1e+10 voxels = 9.04e+04
dose 30 mJ/cm^2: N = 369.57, exact P = 5.244e-10
  exp(-N I) = 8.360e-09, bound/exact = 15.94
  sharp form = 5.380e-10, sharp/exact = 1.0260
  Gaussian = 4.028e-09, Gaussian/exact = 7.68
  expected failures in 1e+10 voxels = 5.24
dose 60 mJ/cm^2: N = 739.15, exact P = 3.495e-18
  exp(-N I) = 6.989e-17, bound/exact = 20.00
  sharp form = 3.537e-18, sharp/exact = 1.0120
  Gaussian = 1.729e-16, Gaussian/exact = 49.47
  expected failures in 1e+10 voxels = 3.49e-08
dose 33 mJ/cm^2, fixed a: P = 8.179e-11
dose 33 mJ/cm^2, fixed count: a = 0.6364, P = 1.859e-15
target probability = 1e-12
from the bound: N = 549.0, dose = 44.57 mJ/cm^2
from the exact tail: N = 495.8, dose = 40.25 mJ/cm^2
```
